\section*{Polar-Optical Energy Loss and Electron Runaway in a Parabolic Band, part 2}

An electron of charge $-e$ and mass $m$ in an isotropic parabolic band has wave number $k$, speed $v=\hbar k/m$ and energy $E=\hbar^2k^2/2m=x\hbar\omega$. A field of magnitude $F$ accelerates it, and it emits longitudinal optical phonons of energy $\hbar\omega$ into a lattice at zero temperature. The question is when the field drives electrons to ever higher energy (runaway).

Above $x=1$ emission occurs at rate $W$, with phonon wave numbers $q$ between $k(1\pm s)$, $s=\sqrt{1-1/x}$, and weight $dq/q$. Energy conservation fixes the angle between phonon and electron wave vectors. The mean energy loss per path length is $S=\hbar\omega W/v=eF_0\,g(x)$, with
\begin{equation}
F_0=\frac{e\,m\,\omega}{4\pi\varepsilon_0\varepsilon_p\hbar},\qquad
g(x)=\frac{\mathrm{arccosh}\sqrt x}{x}\quad(x>1),
\label{eq:loss}
\end{equation}
and $g=0$ for $x\le1$. Here $1/\varepsilon_p=1/\varepsilon_\infty-1/\varepsilon_s$, with $\varepsilon_\infty$ and $\varepsilon_s$ the high-frequency and static relative permittivities. The maximum, $g=0.4477$ at $x=1.7235$ ($u=\mathrm{arccosh}\sqrt x=0.7717$), defines $F_c=0.4477F_0$.

For straight motion along the force with a smooth loss, the energy changes with path length $\ell$ as
\begin{equation}
\frac{dE}{d\ell}=eF-S(E).
\label{eq:straight}
\end{equation}
For $0<F<F_c$ gain and loss balance at a lower, stable energy and an upper, unstable one; above $F_c$ there is no balance.

At an angle $\theta$ to the force, the gain per path length is $eF\cos\theta$. Emission also deflects the electron. With $R$ the relative rate of forward momentum loss and $\lambda=v/R$ the corresponding length, the mean force of emission, opposite to the velocity, has magnitude
\begin{equation}
\hbar kR=\frac{mv^2}{\lambda}=\frac{2E}{\lambda}=eF_0\,(s+g).
\label{eq:friction}
\end{equation}

The example uses rough gallium nitride parameters: $m$ equal to 0.2 electron masses, $\hbar\omega=0.09$ eV, $\varepsilon_\infty=5.3$ and $\varepsilon_s=9$. They give $F_0=0.2638$ MV/cm, $F_c=0.118$ MV/cm, greatest loss at 0.155 eV, and $\lambda=141$ nm at 2 eV.

A first estimate of the threshold with deflection places all electrons at one energy and lets their directions have mean cosine $c$. In a steady state the field supplies the momentum and the energy that emission removes:
\begin{equation}
eF=eF_0\,(s+g)\,c,\qquad eF\,c=eF_0\,g .
\end{equation}
The second equation gives $c=F_0g/F$, and insertion in the first gives
\begin{equation}
\left(\frac F{F_0}\right)^2=g\,(g+s),\qquad c=\sqrt{\frac g{g+s}}.
\label{eq:shell}
\end{equation}
Above $x=1$ the balancing field is larger than $F_0g$, as it must be with $c<1$. Its maximum over energy is $0.711F_0$, or 0.188 MV/cm in the example, reached at 0.183 eV. Beyond this field no such one-energy steady state exists. It is an estimate and not a bound, because a real population has a spread of energies.

At high energy the outcome differs from what one might expect of a threshold. Let all electrons have the same large wave number $k$, and drop $S$ against the gain. Equation~(\ref{eq:friction}) with $s=1$ and $g=0$ gives $d(\hbar kc)/dt=eF-eF_0c$. The energy equation $dE/dt=eFcv$, with $dE=\hbar v\,dk$, gives $\hbar\,dk/dt=eFc$. Subtracting $c$ times the latter from the former leaves
\begin{equation}
\hbar k\frac{dc}{dt}=eF-eF_0c-eFc^2 .
\end{equation}
The right side is positive at $c=0$, equals $-eF_0$ at $c=1$, and falls steadily in between. The mean cosine therefore settles at
\begin{equation}
c_*=\frac{\sqrt{F_0^2+4F^2}-F_0}{2F},\qquad
c_*\approx\frac F{F_0}\quad\text{for }F\ll F_0 .
\end{equation}
The gain per path, $eFc_*$, no longer depends on energy, whereas $S$ falls as $\ln(4x)/2x$. Within this estimate, and only for a band that stays parabolic at all energies, electrons of sufficiently high energy run away in any field, however weak. The cold population at low field is then metastable: it lasts until fluctuations carry its electrons well beyond the energy at which gain overtakes loss. By Eq.~(\ref{eq:shell}) that energy is about 6.6 eV at $0.2F_0$ and 1.2 eV at $0.4F_0$ in the example. Reaching it is not enough: with discrete emissions and deflections, 60 to 75\% of the electrons placed there still fall back below the energy of greatest loss before reaching 180 eV.

A larger field weakens this protection in two ways. It raises the gain, and it lowers the energy to be reached, because the balance lies on the falling side of the loss curve. For straight motion the upper balance energy comes down to the energy of greatest loss at $F_c$ and then disappears.

How fast the escape proceeds was examined by following individual electrons in the full model, with discrete emissions and all deflections. Each group held 3000 electrons. Between emissions they were accelerated by the field; emissions occurred at rate $W$, with $q$ drawn from the weight $dq/q$ and a random azimuth. The motion was followed for 2.57 ps. Mean energies were taken over an early window, from 0.86 to 1.71 ps, and a late one, from 1.71 to 2.57 ps. Four groups started at rest.

At $0.2F_0=0.053$ MV/cm the mean energy is 0.069 eV in both windows, and no electron is above 2 eV at the end. On the time scale of the simulation this population is steady. Its mean energy is below one phonon energy. An emission leaves the electron with about 0.05 eV on average, below the threshold, and an electron below the threshold loses nothing until the field has lifted it past 0.09 eV again. The lower balance energy of the averaged equation for straight motion, which exceeds $\hbar\omega$, is thus not the mean energy of a population. This group also tests Eq.~(\ref{eq:friction}): from 0.86 ps onward, the average of $eF_0(s+g)\cos\theta$, counted as zero below the emission threshold, is 0.999 times the field force, as a steady mean momentum requires.

At $0.4F_0=0.106$ MV/cm, which is 11\% below $F_c$, the population is not steady. Its mean energy rises from 0.93 to 2.75 eV between the windows, and 17\% of the electrons are above 2 eV at the end. At $0.6F_0=0.158$ MV/cm, between $F_c$ and the one-energy estimate of 0.188 MV/cm, the fraction is 94\%. At $F_0$ itself, above both, it is 99.9\%, and the mean energy climbs from 196 to 546 eV. Such energies have no meaning in a crystal; they show that nothing in the parabolic one-band model stops the growth. The mean energies at $0.4F_0$ are carried by a minority of fast electrons and scatter strongly: other random samples of 3000 give 0.85 to 1.13 eV in the early window and 2.4 to 3.3 eV in the late one. At the stronger fields the means change by a few percent.

In the parabolic band neither threshold is therefore a sharp boundary for a population. Escape within picoseconds already occurs at a field 11\% below $F_c$, and most electrons escape at a field where Eq.~(\ref{eq:shell}) would still allow a steady state. Chance decides when an electron emits and into which direction it is turned, and escape is not a single crossing. At $0.4F_0$ the upper balance energy for straight motion is 0.24 eV, and the electrons pass it about ten times each, on average, within 2.57 ps. An electron started just above it along the force falls back below the energy of greatest loss, before reaching 10 eV, with probability about 0.97. From 2 eV the probability is still about one third along the force and 0.55 to 0.6 for a random direction, and even from 10 eV about 10 to 20\% of the electrons eventually fall back. The fraction above 2 eV is thus not exactly the fraction that has escaped for good. Of the electrons above 2 eV after 2.57 ps, about one in six later falls back at $0.4F_0$ and about 2\% at $0.6F_0$, which leaves 14 to 15\% and 91 to 92\% of the two groups.

That two outcomes are possible at one field was tested directly. A fifth group was placed in the field $0.2F_0$, where the cold group had stayed cold, but started at 36 eV with velocities perpendicular to the force. Here $x=400$, and the loss in units of $eF_0$ is $\ln(1600)/800=0.009$. The one-energy estimate of the gain is $0.2\,c_*=0.2\times0.193=0.039$, about four times as large. A population with its spread of energies gains more, about 0.048, because the electrons moving along the force are on average the faster ones. The mean energy did rise, to 43.5 eV in the early window and 51.8 eV in the late one. About 1\% of the group had fallen below 2 eV by the end. This share is still growing: about 12\% have reached 2 eV after 9 ps, and about a quarter do so eventually, nearly all of them then joining the cold population. The energy is again fictitious for a solid, but within the parabolic model the same field holds slow electrons and releases most fast ones.

A warm lattice alters the loss through the mean phonon number $N$ per mode. Emission is enhanced by $N+1$, and absorption occurs in proportion to $N$. For absorption, energy conservation allows wave numbers from $k(r-1)$ to $k(r+1)$ with $r=\sqrt{1+1/x}$. Since $r^2-1=1/x$, the logarithm of their ratio is $\ln[x(r+1)^2]=2\,\mathrm{arcsinh}\sqrt x$. The net loss in units of $eF_0$ becomes
\begin{equation}
g_N(x)=\frac{(N+1)\,\mathrm{arccosh}\sqrt x-N\,\mathrm{arcsinh}\sqrt x}{x}\qquad(x>1).
\end{equation}
Because arcsinh exceeds arccosh, heating lowers the net loss at every energy above the emission threshold. In the example $N=0.032$ at 300 K and 0.109 at 450 K. The greatest loss then corresponds to 0.117 and 0.113 MV/cm, which is 1\% and 4\% below the zero-temperature value. Absorption and the additional emission also deflect the electrons, which works against runaway and is not included in these two figures.

Acoustic phonons add a nearly elastic deflection. For deformation potential $D$, longitudinal elastic constant $C$ and lattice temperature $T$, classical occupation of the modes makes the squared matrix element $D^2k_BT/(2CV)$ each for emission and absorption, independent of $q$. Multiplying their sum by $2\pi/\hbar$ and by the density of states for one spin, $Vmk/(2\pi^2\hbar^2)$, gives the rate. The speed divided by this rate is the mean free path,
\begin{equation}
\lambda_{\mathrm{ac}}=\frac{\pi\hbar^4C}{m^2D^2k_BT}.
\end{equation}
With the rough values $D=8$ eV and $C=400$ GPa it is about 690 nm at 300 K, against 141 nm for polar deflection at 2 eV. At that energy the acoustic phonons involved reach energies of order $k_BT$, so classical occupation is marginal and the acoustic length is about 10\% shorter. Between the energy of greatest loss and 2 eV the polar length is shorter still, so polar deflection dominates there in the example.

The parameters are typical of gallium nitride, and the calculated field scale of 0.1 to 0.2 MV/cm lies in the range where electron transport in that material is strongly nonlinear. Several assumptions fail in real devices, by different amounts. The band is not parabolic: with $E(1+aE)=\hbar^2k^2/2m$ and a rough $a=0.2\ \mathrm{eV^{-1}}$, the greatest loss corresponds to 0.124 MV/cm, 5\% higher. This figure leaves out the reduced overlap of the Bloch functions, which lowers the loss; with the overlap of the standard two-band model the value is 0.120 MV/cm, 2\% above the parabolic one. For the height of the peak the dielectric constants matter more: $\varepsilon_s=9.5$ in place of 9, with all else fixed, raises $1/\varepsilon_p$ and hence $F_c$ by 8\%, and a value near 10.4, as quoted for fields along the $c$ axis of the anisotropic wurtzite crystal, would raise them by 19\% if it held in all directions. The coupling follows the direction of the phonon wave vector, however. With 10.4 along $c$, 9.5 in the plane and $\varepsilon_\infty$ kept isotropic, the peak rises by about 16\% for motion along $c$ and 9\% for motion in the plane. The mass enters in proportion: 0.22 in place of 0.2 raises $F_c$ by 10\%.

Beyond the peak the band shape matters far more, because the speed saturates. With the same $a$ the loss at 2 eV is about $0.2\,eF_0$ instead of $0.1\,eF_0$, and it passes through a minimum of about that size near 5 eV instead of dying out. The fraction of electrons above 2 eV after 2.57 ps then drops from 17\% to less than 2\% at $0.4F_0$, from about one third to between 1\% and 6\% at $0.44F_0$, just below $F_c$, and from 94\% to between 19\% and 59\% at $0.6F_0$, the larger figures including the overlap. At $0.5F_0$, above $F_c$, the median energy after that time is still only 0.14 to 0.24 eV. Electrons started at 36 eV in the field $0.2F_0$ lose energy instead of gaining it. Runaway in an arbitrarily weak field and strong escape within picoseconds below $F_c$ are thus properties of the parabolic band and should not be carried over to gallium nitride.

The electron density decides whether the bare phonon is the right partner at all. At $10^{17}\ \mathrm{cm^{-3}}$ the Fermi energy is 0.004 eV and the plasma energy, screened by $\varepsilon_\infty$, is 0.011 eV (0.009 eV once the ions screen it too), all small against 0.09 eV. A cold electron gas of this density adds a few percent to the loss of a single electron at the maximum, and more than 10\% at $10^{18}\ \mathrm{cm^{-3}}$. The model thus suits a lightly doped layer. The electron gas at a nitride heterojunction reaches densities of order $10^{19}\ \mathrm{cm^{-3}}$. In a bulk gas the plasma energy grows as the square root of density and would be about 0.11 eV at $10^{19}\ \mathrm{cm^{-3}}$, above the phonon energy. The gas at a heterojunction is two-dimensional and its plasma energy depends on the wave number, so this figure gives only the scale; at a sheet density of $10^{13}\ \mathrm{cm^{-2}}$ its Fermi energy, about 0.12 eV, also exceeds the phonon energy. Plasma oscillations and phonons then mix, final states are partly filled, and the present $F_c$ should not be used without a new calculation.

In a crystal the runaway ends when other processes open. In gallium nitride, upper valleys are often placed very roughly 2 eV above the band minimum, though values near 1 eV are also reported, and transfer into them brings strong scattering and a heavier mass. At $2F_c$ an electron moving straight along the force needs about 100 nm to go from the energy of greatest loss to 2 eV in the parabolic band, and 110 to 115 nm with $a=0.2\ \mathrm{eV^{-1}}$. Deflection lengthens the mean distance along the field to about 125 nm in the parabolic band. For valleys at 1 eV the straight distance is only about 50 nm. In a high-field region much shorter than the distance that applies, an electron that enters near the energy of greatest loss leaves before it reaches those valleys at this field, whatever the steady state of a long sample would be.

Runaway past the polar loss maximum must also be kept apart from breakdown. Impact ionization requires energies above the gap, roughly 3.4 eV, and the breakdown field of gallium nitride is roughly 3 MV/cm, some 25 times $F_c$. The maximum of the polar loss marks the field scale at which optical phonons of the lowest valley cease to confine the electrons to low energy. What happens to them afterwards is decided by the shape of the band at higher energy, by the upper valleys and by ionization, which the parabolic one-band model does not contain. The numerical output below lists the parameters and the main computed values.

\section*{Computed values}
\begin{verbatim}
band mass: 0.2 electron masses
phonon energy: 0.09 eV
eps_inf, eps_s: 5.3, 9.0
1/eps_inf - 1/eps_s: 0.07757
loss-function weight, numeric/formula: 0.99975
field scale F0: 0.2638 MV/cm
u at maximum: 0.77170
x at maximum: 1.72354
g at maximum: 0.44774
x, g from quadrature search: 1.72354, 0.44774
energy at maximum loss: 0.1551 eV
straight-motion threshold Fc: 0.1181 MV/cm
maximum loss per path: 0.01181 eV/nm
speed at maximum loss: 5.223e+07 cm/s
emission rate at maximum loss: 6.856e+13 1/s
field for balance points: 0.8 Fc
that field: 0.0945 MV/cm
lower (stable) balance energy: 0.1075 eV
upper (unstable) balance energy: 0.3079 eV
shell threshold / F0: 0.7113
shell threshold field: 0.1877 MV/cm
energy at shell threshold: 0.1833 eV
straight path, peak to 2.0 eV at 2Fc: 101.5 nm
simulation: 3000 electrons per group, 2.572 ps
time windows: 0.857, 1.715, 2.572 ps
F=0.2 F0=0.0528 MV/cm, start 0.0 eV:
  mean energy early, late: 0.0691, 0.0689 eV; above 2.0 eV: 0.0000
F=0.4 F0=0.1055 MV/cm, start 0.0 eV:
  mean energy early, late: 0.9295, 2.7503 eV; above 2.0 eV: 0.1733
F=0.6 F0=0.1583 MV/cm, start 0.0 eV:
  mean energy early, late: 24.2310, 77.5508 eV; above 2.0 eV: 0.9363
F=1.0 F0=0.2638 MV/cm, start 0.0 eV:
  mean energy early, late: 196.2732, 545.9713 eV; above 2.0 eV: 0.9993
F=0.2 F0=0.0528 MV/cm, start 36.0 eV:
  mean energy early, late: 43.4615, 51.8047 eV; above 2.0 eV: 0.9913
momentum loss/field force at 0.2 F0: 0.9987
phonon number at 300, 450 K: 0.0317, 0.1089
peak net loss field at 300 K: 0.1166 MV/cm
peak net loss field at 450 K: 0.1132 MV/cm
nonparabolicity (rough): 0.2 1/eV
peak loss field, nonparabolic: 0.1236 MV/cm
Froehlich coupling constant: 0.4265
hbar*rate at maximum loss: 0.0451 eV
polar momentum-loss length at maximum: 10.73 nm
same length at 2.0 eV: 140.7 nm
acoustic inputs (rough): 8.0 eV, 400.0 GPa
acoustic mean free path, 300 K: 688 nm
electron density: 1.0e+17 1/cm3
Fermi energy, plasma energy: 0.0039, 0.0114 eV
upper valley, gap (rough): 2.0, 3.4 eV
breakdown field (rough): 3.0 MV/cm
breakdown field / Fc: 25.4
\end{verbatim}
